# Density matrix, projector and inverse factors in a nonorthogonal basis, part 2

Orbitals are expanded in $n$ real, linearly independent, overlapping functions $\chi_\mu$ with overlap matrix $S$, whose smallest eigenvalue is $s_{\min}$. A function $f$ with coefficients $c$ has squared norm $c^T S c = \int f^2 d\mathbf r$. With $H$ the Hamiltonian or Fock matrix and energies in hartree, the orbitals solve

$$ H c_i = \varepsilon_i S c_i . $$

They are orthonormal with respect to $S$ and numbered by rising energy. The $N$ lowest are occupied, each spatial orbital counted once, and their coefficients are the columns of $C$. The density matrix $P = CC^T$ obeys two rules, $PSP = P$ and $\mathrm{Tr}(PS) = N$, and $PS$ projects coefficients onto the occupied space. Replacing $C$ by $CV$, with $V$ an orthogonal $N \times N$ matrix, leaves $P$ unchanged (section 3):

$$ (CV)(CV)^T = C V V^T C^T = C C^T = P . $$

An inverse factor is a matrix $Z$ with $Z^T S Z = I$. If it is square, then $Z^{-1} = Z^T S$ and $Z Z^T = S^{-1}$. Writing $c = Zy$ gives $Ky = \varepsilon y$ with $K = Z^T H Z$. If $Y$ contains the $N$ lowest orthonormal eigenvectors of $K$ and $Q = YY^T$, then $C = ZY$ and

$$ P = C C^T = Z Y Y^T Z^T = Z Q Z^T . $$

The claim is that every $Z$ leads to the same $P$, provided $Z$ is square, there is a gap $\varepsilon_N < \varepsilon_{N+1}$, and $Q$ is computed anew for each $Z$.

The two-function model has $N = 1$ and

$$ S = \begin{pmatrix} 1 & 0.6 \\ 0.6 & 1 \end{pmatrix}, \qquad
H = \begin{pmatrix} -1 & -0.84 \\ -0.84 & -0.776 \end{pmatrix} \text{ hartree}. $$

Its levels are $-1.1$ and $-0.1$ hartree, and its occupied orbital is $(9, 5)^T/\sqrt{160}$. The water example has 13 basis functions (6-31G) and 5 doubly occupied orbitals.

### 11. Two inverse factors compared

The derivation above already shows that each $Z$ reproduces the density matrix of the same occupied space. A direct comparison shows how the differences cancel. Let $Z_1$ and $Z_2$ be two square inverse factors and define

$$ U = Z_1^{-1} Z_2 = Z_1^T S Z_2 , \qquad\text{so that}\qquad Z_2 = Z_1 U . $$

The matrix $U$ is orthogonal, because

$$ I = Z_2^T S Z_2 = U^T (Z_1^T S Z_1)\, U = U^T U . $$

Two inverse factors therefore differ by a rotation, possibly combined with a reflection, of the orthonormal basis. The Hamiltonian matrices are related by

$$ K_2 = Z_2^T H Z_2 = U^T Z_1^T H Z_1 U = U^T K_1 U . $$

If $K_1 y = \varepsilon y$, then $K_2 (U^T y) = U^T K_1 U U^T y = \varepsilon\, (U^T y)$. The eigenvectors are rotated and the energies are unchanged. The gap ensures that the $N$ lowest eigenvectors span a well-defined space, so that $Q_2 = U^T Q_1 U$. Finally

$$ Z_2 Q_2 Z_2^T = (Z_1 U)(U^T Q_1 U)(U^T Z_1^T) = Z_1 Q_1 Z_1^T . $$

Each $U$ meets a $U^T$ and disappears. The matrices $K$ and $Q$ describe the Hamiltonian and the occupied space in a particular orthonormal basis, so they depend on $Z$. The matrix $P$ refers to the original functions $\chi_\mu$, which were never changed.

The gap is needed because without it the phrase "the $N$ lowest" does not select a space. An extreme case is $H = -S$, in units of hartree, with $N = 1$. Then $K = -I$ for every $Z$, and every normalized vector is a lowest eigenvector. In the two-function basis one could occupy $\chi_1$ or $\chi_2$, with different $P$. Degeneracy that lies entirely within the occupied levels does no harm, by the argument with $V$ in section 3.

### 12. Löwdin and Cholesky factors in the model

The Cholesky factorization writes $S = LL^T$ with $L$ lower triangular. Then $Z_C = (L^{-1})^T$ is an inverse factor, since $L^{-1} (LL^T) (L^{-1})^T = I$. For the model,

$$ L = \begin{pmatrix} 1 & 0 \\ 0.6 & 0.8 \end{pmatrix}, \qquad
Z_C = \begin{pmatrix} 1 & -0.75 \\ 0 & 1.25 \end{pmatrix} . $$

The transformed Hamiltonian is

$$ K_C = Z_C^T H Z_C = \begin{pmatrix} -1 & -0.3 \\ -0.3 & -0.2 \end{pmatrix} \text{ hartree}. $$

Its lowest eigenvector is $y_C = (3, 1)^T/\sqrt{10}$, because $K_C (3, 1)^T = (-3.3, -1.1)^T$. Returning to the original basis,

$$ Z_C\, y_C = \frac{1}{\sqrt{10}} \begin{pmatrix} 3 - 0.75 \\ 1.25 \end{pmatrix}
= \frac{1}{\sqrt{160}} \begin{pmatrix} 9 \\ 5 \end{pmatrix} , $$

where the last step uses $\sqrt{160} = 4\sqrt{10}$.

The Löwdin factor is the symmetric matrix $Z_L = S^{-1/2}$. The eigenvalues of $S$ are 1.6 for the direction $(1, 1)$ and 0.4 for the direction $(1, -1)$. The diagonal elements of $Z_L$ are half the sum of $1.6^{-1/2}$ and $0.4^{-1/2}$, and the off-diagonal ones are half their difference:

$$ Z_L = \begin{pmatrix} 1.186 & -0.395 \\ -0.395 & 1.186 \end{pmatrix}
= \frac{\sqrt{10}}{8} \begin{pmatrix} 3 & -1 \\ -1 & 3 \end{pmatrix} . $$

This time

$$ K_L = \begin{pmatrix} -0.74 & -0.48 \\ -0.48 & -0.46 \end{pmatrix} \text{ hartree}, \qquad
y_L = \frac{1}{5} \begin{pmatrix} 4 \\ 3 \end{pmatrix} , $$

as $K_L (4, 3)^T = (-4.4, -3.3)^T$ confirms. The original coefficients are

$$ Z_L\, y_L = \frac{\sqrt{10}}{40} \begin{pmatrix} 12 - 3 \\ -4 + 9 \end{pmatrix}
= \frac{1}{\sqrt{160}} \begin{pmatrix} 9 \\ 5 \end{pmatrix} . $$

The two projectors in the orthonormal bases are different,

$$ Q_C = \begin{pmatrix} 0.9 & 0.3 \\ 0.3 & 0.1 \end{pmatrix}, \qquad
Q_L = \begin{pmatrix} 0.64 & 0.48 \\ 0.48 & 0.36 \end{pmatrix} , $$

but the orbital, and with it $P$, is the same.

### 13. A formula for P without Z

The independence can also be seen from an expression in which no inverse factor occurs. From $Z^T S Z = I$ and $Z^T H Z = K$ it follows that $S = (Z^T)^{-1} Z^{-1}$ and $H = (Z^T)^{-1} K Z^{-1}$. For a complex number $z$ that is not an orbital energy,

$$ zS - H = (Z^T)^{-1} (zI - K)\, Z^{-1}
\quad\Rightarrow\quad
(zS - H)^{-1} = Z\, (zI - K)^{-1} Z^T . $$

Expanding in the eigenvectors of $K$ and using $c_i = Z y_i$,

$$ (zS - H)^{-1} = \sum_{i=1}^{n} \frac{Z y_i y_i^T Z^T}{z - \varepsilon_i}
= \sum_{i=1}^{n} \frac{c_i c_i^T}{z - \varepsilon_i} . $$

Integrate counterclockwise around a closed curve that encloses the $N$ occupied energies and no others. Such a curve exists because of the gap. By the residue theorem each enclosed term contributes $2\pi i\, c_i c_i^T$ and the others contribute nothing. Hence

$$ P = \frac{1}{2\pi i} \oint (zS - H)^{-1}\, dz . $$

The right side contains $S$, $H$ and the position of the gap. There is no $Z$ on which the result could depend.

### 14. Wrong matrices that pass both rules

Suppose a computed matrix $P'$ is symmetric and satisfies $P'SP' = P'$ and $\mathrm{Tr}(P'S) = N$. It then describes $N$ orthonormal orbitals. To see this, take a square $Z$ and set $Q' = Z^T S P' S Z$, so that $P' = ZQ'Z^T$ by $ZZ^T S = I$. This $Q'$ is symmetric. It obeys $Q'^2 = Z^T S P' S (ZZ^T S) P' S Z = Z^T S (P'SP') S Z = Q'$, and $\mathrm{Tr}\,Q' = \mathrm{Tr}(P' S ZZ^T S) = \mathrm{Tr}(P'S) = N$. Hence $Q' = Y'Y'^T$ with $N$ orthonormal eigenvectors in $Y'$, and $C' = ZY'$ holds the orbitals. They need not be the lowest ones. The model gives two examples.

In the first, $Z$ has the single column $(1, 0)^T$. It satisfies $Z^T S Z = 1$, but it is not square. It confines the orbital to $\chi_1$ and gives

$$ P' = \begin{pmatrix} 1 & 0 \\ 0 & 0 \end{pmatrix} . $$

In the second, $Q_L$ is combined with the wrong factor $Z_C$. The orbital is $Z_C\, y_L = (0.35, 0.75)^T$, and

$$ P' = Z_C Q_L Z_C^T = \begin{pmatrix} 0.1225 & 0.2625 \\ 0.2625 & 0.5625 \end{pmatrix} . $$

Both matrices pass the two rules, for a general reason. If $Z^T S Z = I$, and $Q'$ is any symmetric projector of rank $N$, then

$$ (Z Q' Z^T)\, S\, (Z Q' Z^T) = Z Q' Q' Z^T = Z Q' Z^T , \qquad
\mathrm{Tr}(Z Q' Z^T S) = \mathrm{Tr}\,Q' = N . $$

The orbital energy sum tells them apart. For a given $P'$ define $w_i = c_i^T S P' S c_i$, the squared norm of the part of orbital $i$ that lies in the space of $P'$. Each $w_i$ lies between 0 and 1. In the orthonormal basis of a square $Z$, $P' = ZQ'Z^T$ and $w_i = y_i^T Q' y_i$, so

$$ \sum_{i=1}^{n} w_i = \mathrm{Tr}\,Q' = N , \qquad
\mathrm{Tr}(P'H) = \mathrm{Tr}(Q'K) = \sum_{i=1}^{n} \varepsilon_i w_i . $$

Let $\delta = \sum_{i \le N} (1 - w_i)$ be the weight missing from the correct occupied orbitals. Since the $w_i$ add up to $N$, the same weight appears in the higher ones: $\delta = \sum_{a > N} w_a$. Subtracting $\mathrm{Tr}(PH) = \sum_{i \le N} \varepsilon_i$,

$$ \begin{aligned}
\mathrm{Tr}(P'H) - \mathrm{Tr}(PH)
&= \sum_{a > N} \varepsilon_a w_a - \sum_{i \le N} \varepsilon_i (1 - w_i) \\
&\ge (\varepsilon_{N+1} - \varepsilon_N)\, \delta .
\end{aligned} $$

With a gap, the difference vanishes only if $\delta = 0$, that is, if $P' = P$. The correct density matrix is thus the one with the lowest $\mathrm{Tr}(PH)$ among all symmetric matrices that pass the two rules.

In the model the correct value is $-1.1$ hartree, and both wrong matrices give $-1.0$ hartree. The equality of the two is an accident of the parameters. In the Cholesky basis the wrong orbitals are $(1, 0)^T$ and $(4, 3)^T/5$. Their inner products with $y_C = (3, 1)^T/\sqrt{10}$ are both $3/\sqrt{10}$. Each has the weight 0.9 in the lower level, and the energy is $0.9(-1.1) + 0.1(-0.1) = -1.0$ hartree.

### 15. Water

The same comparison was made for water with an O–H distance of 0.96 Å and an angle of 104.5°. The RHF/6-31G Fock matrix serves as $H$. This level of theory leaves out electron correlation and uses a small basis, which affects the orbitals but not the matrix identities. The highest occupied level is at $-0.501$ hartree and the lowest empty one at $0.203$ hartree, so the gap is 0.704 hartree. These values are not converged with respect to the basis. In cc-pVTZ the two levels are at $-0.504$ and $0.142$ hartree, and in aug-cc-pVTZ at $-0.510$ and $0.029$ hartree, where the gap is 0.54 hartree.

Four inverse factors were used: Löwdin, Cholesky, the canonical factor, whose columns are eigenvectors of $S$ divided by the square roots of their eigenvalues, and a Löwdin factor multiplied by a random orthogonal matrix. The projectors $Q$ of the last three differ from the Löwdin one by up to 0.40, 0.99 and 0.60 in their largest element. The first two figures shift by a few hundredths when the atoms are listed in another order, and the third depends on the random matrix drawn. All four density matrices agree with the contour integral of section 13 to about $4 \times 10^{-15}$ in every element.

Next, the column belonging to the smallest overlap eigenvalue, 0.068, was removed from the canonical factor. The remaining $13 \times 12$ matrix still satisfies $Z^T S Z = I$, and the resulting density matrix passes both rules. But one element of $P$ changes by 0.182, and $\mathrm{Tr}(PF)$, with the Fock matrix $F$ held fixed, rises by 0.00997 hartree. The inequality of section 14 limits the misplaced weight to

$$ \delta \le \frac{0.00997}{0.704} \approx 0.014 $$

out of 5 orbitals. A small misplaced weight can thus accompany a visible change in $P$. Two things allow this. First, $\mathrm{Tr}(QQ') = \sum_{i \le N} w_i = N - \delta$, so the squared elements of $Q' - Q$ add up to $\mathrm{Tr}\,Q'^2 + \mathrm{Tr}\,Q^2 - 2\,\mathrm{Tr}(QQ') = 2\delta$. The change in the projector therefore scales as $\sqrt{2\delta}$, which the bound limits to about 0.17, and not as $\delta$. Second, $P' - P = Z(Q' - Q)Z^T$, and since the largest eigenvalue of $ZZ^T = S^{-1}$ is $1/s_{\min} \approx 15$, the two factors $Z$ can enlarge the change by up to that much. Both effects are needed here. The actual misplaced weight is $\delta = 0.0051$, so the root sum of squares of the elements of $Q' - Q$ is $\sqrt{2\delta} = 0.10$, less than the 0.182 found in a single element of $P' - P$. The root sum of squares of $P' - P$ is 0.30, an enlargement by a factor of 3, well short of the limit of 15.

### 16. Nearly dependent bases, and methods without diagonalization

As the basis approaches linear dependence, $s_{\min}$ tends to zero. From $ZZ^T = S^{-1}$, the largest eigenvalue of $ZZ^T$ is $1/s_{\min}$, whichever $Z$ is chosen. Every inverse factor then acquires large elements, and rounding errors can be amplified. At $s_{\min} = 0$ no square $Z$ exists. An eigenvector of $S$ with eigenvalue zero then describes the zero function, since $c^T S c = \int f^2 d\mathbf r = 0$, and leaving it out of the canonical factor loses nothing. When $s_{\min}$ is small but not zero, dropping columns is a sensible remedy, but it defines a smaller variational space. Two rectangular factors agree on $P$ if their columns span the same space and the gap condition holds within it: one can again write $Z_2 = Z_1 U$ with a square $U$, and the algebra of section 11 goes through.

The density matrix can also be refined by matrix products instead of eigenvectors. Let $X = Z \tilde Q Z^T$, where $\tilde Q$ is an approximation to $Q$. Then

$$ Z \tilde Q^2 Z^T = Z \tilde Q\, (Z^T S Z)\, \tilde Q Z^T = X S X . $$

A square in the orthonormal basis becomes a product with $S$ in between. The McWeeny purification step $\tilde Q \to 3\tilde Q^2 - 2\tilde Q^3$ therefore reads

$$ X \to 3\, XSX - 2\, XSXSX , $$

with no reference to $Z$. It acts on each eigenvalue $x$ of $\tilde Q$ as $x \to 3x^2 - 2x^3$. An eigenvalue $1 - \eta$ becomes $1 - 3\eta^2 + 2\eta^3$, and an eigenvalue $\eta$ becomes $3\eta^2 - 2\eta^3$, so small errors in the occupations shrink quadratically. If $XSX = X$ already holds, the step returns $3X - 2X = X$. Purification thus restores occupations that start close to 0 or 1, but it leaves the wrong matrices of section 14 unchanged. Whether the right space is occupied has to be decided by $H$.

## Values computed for the example and the checks

```
MODEL: two functions, one occupied orbital
S = [1.000000, 0.600000] [0.600000, 1.000000] (dimensionless)
H = [-1.000000, -0.840000] [-0.840000, -0.776000] (hartree)
orbital energies = [-1.100000, -0.100000] (hartree)
Z Lowdin = [1.185854, -0.395285] [-0.395285, 1.185854] (dimensionless)
K Lowdin = [-0.740000, -0.480000] [-0.480000, -0.460000] (hartree)
Q Lowdin = [0.640000, 0.480000] [0.480000, 0.360000] (dimensionless)
P Lowdin = [0.506250, 0.281250] [0.281250, 0.156250] (dimensionless)
Z Cholesky = [1.000000, -0.750000] [0.000000, 1.250000] (dimensionless)
K Cholesky = [-1.000000, -0.300000] [-0.300000, -0.200000] (hartree)
Q Cholesky = [0.900000, 0.300000] [0.300000, 0.100000] (dimensionless)
P Cholesky = [0.506250, 0.281250] [0.281250, 0.156250] (dimensionless)
occupied coefficients from minimization = [0.711512, 0.395285] (dimensionless)
PS = [0.675000, 0.585000] [0.375000, 0.325000] (dimensionless)
P squared = [0.335391, 0.186328] [0.186328, 0.103516] (dimensionless)
Tr(PS) = 1.000000, Tr(P) = 0.662500 (dimensionless)
Tr(PH) = -1.100000 hartree
projection of function 1, coefficients = [0.675000, 0.375000] (dimensionless)
remainder, coefficients = [0.325000, -0.375000] (dimensionless)
squared norms: projection 0.900000, remainder 0.100000 (dimensionless)
wrong P, one-column Z = [1.000000, 0.000000] [0.000000, 0.000000] (dimensionless)
  its Tr(PH) = -1.000000 hartree
wrong P, Lowdin Q with Cholesky Z = [0.122500, 0.262500] [0.262500, 0.562500] (dimensionless)
  its Tr(PH) = -1.000000 hartree
WATER: RHF/6-31G
bond length = 0.96 angstrom, angle = 104.5 degrees
basis functions n = 13, occupied orbitals N = 5
RHF total energy = -75.983940 hartree
HOMO = -0.501236, LUMO = 0.203128, gap = 0.704364 hartree
overlap eigenvalues: min 0.068137, max 3.440199
Lowdin: max|P - P_contour| = 3.8e-15, max|Q - Q_Lowdin| = 0.0000
Cholesky: max|P - P_contour| = 2.9e-15, max|Q - Q_Lowdin| = 0.4034
canonical: max|P - P_contour| = 3.2e-15, max|Q - Q_Lowdin| = 0.9928
rotated: max|P - P_contour| = 3.3e-15, max|Q - Q_Lowdin| = 0.6041
max|PSP - P| = 1.6e-15, max|PP - P| = 0.1352
Tr(PS) = 5.00000000, Tr(P) = 3.364287
max|PS - (PS)^T| = 0.2986
integral of the density of P on the grid = 5.000000
least-squares fit versus PS on a random function: 4.6e-08
Z with one column dropped: max|P change| = 0.1820, Tr(PF) rises by 0.009968 hartree
```
